# Polarizability and second hyperpolarizability of electrons in a one-dimensional box

## Problem

An electron of mass $m$ and charge $-e$ moves along $x$ between impenetrable walls at $x=0$ and $x=L$. A static uniform field $F$ points along $x$. With the origin of potential energy at the middle of the box, the electron has the potential energy $eF(x-L/2)$. Define $\alpha$ and $\gamma$ by

$$E(F)=E(0)-\tfrac12\alpha F^2-\tfrac1{24}\gamma F^4+O(F^6).$$

1. Show that odd powers of $F$ are absent, and find how $\alpha$ and $\gamma$ of a level depend on $L$.
2. Find $\alpha_n$ and $\gamma_n$ in closed form for every level $n=1,2,\dots$, and determine their signs.
3. Put $N=2M$ independent electrons, two per level, into the lowest $M$ levels. Find the total $\alpha$ and $\gamma$ for large $N$, with the first correction to each.
4. Let the box grow with the number of electrons, $L=(N+1)d$ with $d$ fixed. Which powers of $N$ result, and how large must $N$ be before they hold? Evaluate the case $d=0.14$ nm, $N=10$.

The interaction between electrons, any periodic potential inside the box and the response to transverse fields are left out.

## Solution

### 1. Scaling and parity

Let $s=x/L-\tfrac12$, so that $|s|\le\tfrac12$, and write $E=(\hbar^2/mL^2)\,\varepsilon$. Multiplying the Schrödinger equation by $mL^2/\hbar^2$ gives

$$-\tfrac12\psi''+fs\,\psi=\varepsilon\psi,\qquad f=\frac{meL^3F}{\hbar^2},\qquad \psi(\pm\tfrac12)=0 .$$

Primes are derivatives with respect to $s$. The reflection $s\to-s$ turns $f$ into $-f$ and leaves the walls in place, so the spectra at $f$ and $-f$ agree. The levels are nondegenerate at $f=0$, so each $\varepsilon_n(f)$ is an even function:

$$\varepsilon_n=\tfrac12k^2+e_2f^2+e_4f^4+\dots,\qquad k=n\pi .$$

Restoring the units and comparing powers of $F$,

$$-\frac{\alpha}{2}=\frac{\hbar^2}{mL^2}\left(\frac{meL^3}{\hbar^2}\right)^2e_2,\qquad
-\frac{\gamma}{24}=\frac{\hbar^2}{mL^2}\left(\frac{meL^3}{\hbar^2}\right)^4e_4,$$

$$\alpha=-2e_2\,\frac{me^2L^4}{\hbar^2},\qquad \gamma=-24e_4\,\frac{m^3e^4L^{10}}{\hbar^6}.$$

Since $e_2$ and $e_4$ are pure numbers fixed by $n$, every level has $\alpha\propto L^4$ and $\gamma\propto L^{10}$.

### 2. The coefficients of each level

**An equation for the phase.** With $p^2=2\varepsilon-2fs$ the equation is $\psi''=-p^2\psi$. Try $\psi=a\sin\theta$ with $\theta'=\kappa$ and $a=\kappa^{-1/2}$. Then

$$\psi''=(a''-a\kappa^2)\sin\theta+(2a'\kappa+a\kappa')\cos\theta .$$

The cosine term vanishes because $a'=-a\kappa'/(2\kappa)$. The sine term requires $\kappa^2=p^2+a''/a$. Using $a''/a=(a'/a)'+(a'/a)^2$,

$$\kappa^2=p^2-\frac{\kappa''}{2\kappa}+\frac34\left(\frac{\kappa'}{\kappa}\right)^2 .$$

**Solution in powers of $f$.** From $pp'=-f$ follows $(p^r)'=-rf\,p^{r-2}$, so each derivative brings a factor $f$. Set $g=f^2/p^6$ and $\kappa=p(1+ug+vg^2+\dots)$. To the order needed on the right-hand side, $\kappa=p+uf^2p^{-5}$, and

$$\kappa'=-\frac fp(1-5ug),\qquad \kappa''=-\frac{f^2}{p^3}(1-35ug).$$

Dividing by $\kappa=p(1+ug)$ and keeping first order in $g$,

$$\left(\frac{\kappa'}{\kappa}\right)^2=\frac{f^2}{p^4}(1-12ug),\qquad \frac{\kappa''}{\kappa}=-\frac{f^2}{p^4}(1-36ug).$$

Because $f^2/p^4=p^2g$, the phase equation becomes

$$\frac{\kappa^2}{p^2}=1+g\left[\tfrac12(1-36ug)+\tfrac34(1-12ug)\right]=1+\tfrac54g-27u\,g^2 .$$

The left side is $1+2ug+(u^2+2v)g^2$. Hence $u=\tfrac58$, and $2v=-\tfrac{135}{8}-\tfrac{25}{64}=-\tfrac{1105}{64}$:

$$\kappa=p+\frac{5f^2}{8p^5}-\frac{1105f^4}{128p^{11}}+O(f^6).$$

This looks like a short-wavelength expansion, but here it is an expansion in $f$ at fixed energy, so it serves for the ground level too. If $\theta$ starts from zero at one wall and reaches $n\pi$ at the other, the truncated $\psi$ obeys both boundary conditions and leaves a residual $(H-\varepsilon)\psi$ of order $f^6$. For a Hermitian $H$, some eigenvalue lies within $\|(H-\varepsilon)\psi\|/\|\psi\|$ of $\varepsilon$. At small $f$ this can be none other than level $n$, so its energy is correct through $f^4$.

**The wall condition.** Let $q^2=2\varepsilon$. Expand

$$p^r=q^r\sum_j\binom{r/2}{j}\left(-\frac{2fs}{q^2}\right)^j$$

and integrate over $s$ with $\int s^2ds=\tfrac1{12}$, $\int s^4ds=\tfrac1{80}$; odd powers give zero. With $\binom{1/2}{2}=-\tfrac18$, $\binom{1/2}{4}=-\tfrac5{128}$ and $\binom{-5/2}{2}=\tfrac{35}8$,

$$\int p\,ds=q-\frac{f^2}{24q^3}-\frac{f^4}{128q^7},\qquad \int p^{-5}ds=\frac1{q^5}+\frac{35f^2}{24q^9}.$$

The condition $\int\kappa\,ds=n\pi=k$ is therefore $k=q+f^2A(q)+f^4B(q)$, where

$$A(q)=-\frac1{24q^3}+\frac5{8q^5},\qquad B(q)=-\frac1{128q^7}+\frac{175}{192q^9}-\frac{1105}{128q^{11}}.$$

**Inversion.** To first order $q=k-f^2A(k)$. Inserting this in the argument of $A$ gives $q=k-f^2A+f^4(AA'-B)$, with all functions now taken at $k$. Squaring and halving,

$$e_2=-kA,\qquad e_4=A\left(\tfrac12A+kA'\right)-kB .$$

The first is $e_2=(k^2-15)/(24k^4)$. For the second,

$$\tfrac12A+kA'=\left(-\tfrac1{48}+\tfrac18\right)\frac1{k^3}+\left(\tfrac5{16}-\tfrac{25}8\right)\frac1{k^5}=\frac5{48k^3}-\frac{45}{16k^5},$$

$$A\left(\tfrac12A+kA'\right)=-\frac5{1152k^6}+\frac{35}{192k^8}-\frac{225}{128k^{10}} .$$

Adding $-kB=\frac1{128k^6}-\frac{175}{192k^8}+\frac{1105}{128k^{10}}$ gives

$$e_4=\frac1{288k^6}-\frac{35}{48k^8}+\frac{55}{8k^{10}}=\frac{k^4-210k^2+1980}{288k^{10}} .$$

The level responses are

$$\boxed{\alpha_n=\frac{me^2L^4}{\hbar^2}\,\frac{15-k^2}{12k^4},\qquad
\gamma_n=-\frac{m^3e^4L^{10}}{\hbar^6}\,\frac{k^4-210k^2+1980}{12k^{10}},\qquad k=n\pi.}$$

**Signs.** Since $\pi^2<15<4\pi^2$, $\alpha_n$ is positive for $n=1$ and negative for all higher levels. The numerator in $\gamma_n$ vanishes at $k^2=105\pm\sqrt{9045}$, that is, near 9.895 and 200.1. The value $k^2=\pi^2\approx9.870$ lies just below the smaller root, and the larger root lies between $16\pi^2$ and $25\pi^2$. Hence $\gamma_1<0$, while $\gamma_2,\gamma_3,\gamma_4>0$, and $\gamma_n<0$ from $n=5$ on.

The negative $\alpha_n$ of high levels has a classical reading. A fast particle spends a time proportional to $1/p\approx(1+fs/q^2)/q$ at each place, so it lingers where its potential energy is high. Its mean position is $\langle s\rangle=f/(12q^2)$. By the Hellmann–Feynman theorem $\langle s\rangle=d\varepsilon/df=2e_2f$, which gives $e_2=1/(24k^2)$, the large-$n$ limit found above.

### 3. Filled levels

With two electrons per level, write the totals as $\alpha=a_M\,me^2L^4/\hbar^2$ and $\gamma=g_M\,m^3e^4L^{10}/\hbar^6$, where

$$a_M=\frac16\sum_{n=1}^M\frac{15-k^2}{k^4},\qquad g_M=-\frac16\sum_{n=1}^M\frac{k^4-210k^2+1980}{k^{10}} .$$

**Why the total $\alpha$ is positive.** In second-order perturbation theory $e_2$ of level $n$ is $\sum_{j\ne n}|s_{jn}|^2/(\varepsilon_n-\varepsilon_j)$, with energies at zero field. If $n$ and $j$ are both filled, the pair occurs twice with opposite denominators and cancels. What remains are terms from a filled to an empty level, all negative. The total $\alpha$ is thus positive for every $M$, although all filled levels but the lowest contribute negatively.

**Sums over all levels.** Let $S_{2j}=\sum_{n=1}^\infty(n\pi)^{-2j}$. The logarithmic derivative of $\sin z=z\prod_n(1-z^2/n^2\pi^2)$ gives

$$z\cot z=1-2G(z),\qquad G(z)=\sum_{j\ge1}S_{2j}z^{2j}.$$

The function $w=z\cot z$ obeys $zw'=w-w^2-z^2$. Substituting $w=1-2G$ yields $zG'+G=\tfrac12z^2+2G^2$. Comparing powers of $z$, first $3S_2=\tfrac12$, and then

$$(2j+1)S_{2j}=2\sum_{i=1}^{j-1}S_{2i}S_{2j-2i}\qquad(j\ge2).$$

In succession,

$$S_2=\tfrac16,\quad S_4=\tfrac1{90},\quad S_6=\tfrac1{945},\quad S_8=\tfrac1{9450},\quad S_{10}=\tfrac1{93555}.$$

Therefore

$$15S_4-S_2=\tfrac16-\tfrac16=0,\qquad S_6-210S_8+1980S_{10}=\frac{1-21+20}{945}=0 .$$

Both responses, summed over all levels, vanish. The sum over filled levels is minus the sum over empty ones:

$$a_M=\frac16\sum_{n>M}\left(\frac1{k^2}-\frac{15}{k^4}\right),\qquad
g_M=\frac16\sum_{n>M}\left(\frac1{k^6}-\frac{210}{k^8}+\frac{1980}{k^{10}}\right).$$

For large $M$ the first term of each tail dominates.

**The tails.** For a smooth function, $\int_{n-1/2}^{n+1/2}h=h(n)+\tfrac1{24}h''(n)+\dots$. Summing over $n>M$, with $\nu=M+\tfrac12=(N+1)/2$,

$$\sum_{n>M}h(n)\approx\int_\nu^\infty h\,dn+\frac{h'(\nu)}{24},\qquad
\sum_{n>M}\frac1{n^r}\approx\frac{\nu^{1-r}}{r-1}-\frac{r\,\nu^{-r-1}}{24}.$$

Keeping the leading term and the next one,

$$a_M\approx\frac1{6\pi^2\nu}\left[1-\frac1{\nu^2}\left(\frac1{12}+\frac5{\pi^2}\right)\right],\qquad
g_M\approx\frac1{30\pi^6\nu^5}\left[1-\frac1{\nu^2}\left(\frac54+\frac{150}{\pi^2}\right)\right].$$

In $\alpha$ the part $5/\pi^2$ comes from the $k^{-4}$ term; in $\gamma$ the part $150/\pi^2$ comes from the $k^{-8}$ term. With $\nu=(N+1)/2$,

$$\boxed{\begin{aligned}
\alpha&\approx\frac{me^2L^4}{3\pi^2\hbar^2(N+1)}\left[1-\frac{1/3+20/\pi^2}{(N+1)^2}\right],\\
\gamma&\approx\frac{16\,m^3e^4L^{10}}{15\pi^6\hbar^6(N+1)^5}\left[1-\frac{5+600/\pi^2}{(N+1)^2}\right].
\end{aligned}}$$

At fixed $L$ the total $\alpha$ falls with every added level, since $\alpha_n<0$ for $n\ge2$. The total $\gamma$ rises up to $N=8$, since $\gamma_2,\gamma_3,\gamma_4>0$, and falls from there on, since $\gamma_n<0$ for $n\ge5$. Asymptotically the two fall as $1/N$ and $1/N^5$: more electrons in the same box make a stiffer gas.

**Second derivation of the leading terms.** In the Thomas–Fermi picture the electrons fill local wavenumbers up to $k_F(s)=\sqrt{q^2-2fs}$, with chemical potential $\mu=q^2/2$. Counting both spins, $N=(2/\pi)\int k_F\,ds$. With $K=\pi N/2$ this reads $K=q-f^2/(24q^3)-f^4/(128q^7)$, the wall condition with its leading terms alone. The same inversion gives

$$\mu=\frac{K^2}2+\frac{f^2}{24K^2}+\frac{f^4}{288K^6}.$$

Since $dE/dN=\mu$ and $dN=(2/\pi)dK$, the field-dependent energy in units of $\hbar^2/mL^2$ is

$$\Delta E=-\frac{f^2}{12\pi K}-\frac{f^4}{720\pi K^5}.$$

No $N$-independent constant is added, because at fixed $f$ the response of an ever denser gas must vanish. Multiplying the coefficients by $-2$ and $-24$ gives $1/(6\pi K)=1/(3\pi^2N)$ and $1/(30\pi K^5)=16/(15\pi^6N^5)$, in agreement with the leading terms above.

### 4. A box that grows with the number of electrons

For $L=(N+1)d$ the leading terms become

$$\boxed{\alpha\to\frac{me^2d^4}{3\pi^2\hbar^2}(N+1)^3,\qquad \gamma\to\frac{16\,m^3e^4d^{10}}{15\pi^6\hbar^6}(N+1)^5 .}$$

These are the free-electron laws $\alpha\propto N^3$ and $\gamma\propto N^5$. They need both a constant length per electron and a large $N$. They belong to this model and not to real conjugated chains: there bond alternation keeps the gap open, so $\alpha$ and $\gamma$ end up growing only in proportion to $N$, and the electrons screen the field. The numbers below for $d=0.14$ nm are likewise not estimates for a polyene; Hartree–Fock in small basis sets puts the longitudinal $\alpha$ of the ten-carbon polyene at a few hundred atomic units, several times below the box value. The exponents are $4-1$ and $10-5$: the length dependence of one level, less the stiffening by filling.

**Ten electrons.** For $d=0.14$ nm and $N=10$, $L=11\times0.14=1.54$ nm, and the units of response are

$$\frac{me^2L^4}{\hbar^2}=1.183\times10^{-35}\ \mathrm{C^2m^2/J},\qquad \frac{m^3e^4L^{10}}{\hbar^6}=2.717\times10^{-50}\ \mathrm{C^4m^4/J^3}.$$

The five filled levels have, per electron:

| $n$ | $\alpha_n$ ($10^{-38}$ C²m²/J) | $\gamma_n$ ($10^{-55}$ C⁴m⁴/J³) |
|---|---|---|
| 1 | 5.1905 | −1.1585 |
| 2 | −1.5478 | 1.1219 |
| 3 | −0.9221 | 0.0360 |
| 4 | −0.5648 | 0.0014 |
| 5 | −0.3751 | −0.0003 |

Twice the sum of the first column gives

$$\alpha=2(5.1905-1.5478-0.9221-0.5648-0.3751)\times10^{-38}=3.561\times10^{-38}\ \mathrm{C^2m^2/J},$$

or 2160 atomic units. The second column cancels almost completely, and the digits shown are too few to fix the remainder. The unrounded sum is

$$\gamma=9.453\times10^{-59}\ \mathrm{C^4m^4/J^3},$$

or $1.516\times10^6$ atomic units. This is about $4\times10^{-4}$ of the magnitude contributed by the two electrons in the lowest level, so a small relative error in either of the two lowest levels would spoil the total. Diagonalization in finite fields, which does not use the level formulas, gives $9.453\times10^{-59}$ as well.

In a field of $5\times10^8$ V/m the second-order shift is $-\alpha F^2/2=-2.778471\times10^{-2}$ eV and the fourth-order shift is $-\gamma F^4/24=-1.536\times10^{-6}$ eV. Their sum, $-2.778625\times10^{-2}$ eV, agrees with direct diagonalization to the digits given.

**Approach to the laws.** The leading laws predict $3.631\times10^{-38}$ C²m²/J and $1.872\times10^{-58}$ C⁴m⁴/J³ for $N=10$. The true $\alpha$ is 98% of its law, the true $\gamma$ only 51%. The correction constants explain the contrast: $1/3+20/\pi^2=2.36$, but $5+600/\pi^2=65.8$. The first correction alone would give $1-65.8/121=0.46$ for $\gamma$, so further terms still matter at this size.

| $N$ | $\alpha$/law | $\gamma$/law |
|---|---|---|
| 2 | 0.780 | −1.868 |
| 4 | 0.912 | −0.760 |
| 6 | 0.954 | −0.077 |
| 10 | 0.981 | 0.505 |
| 20 | 0.995 | 0.855 |
| 40 | 0.999 | 0.961 |
| 100 | 1.000 | 0.994 |

The law for $\alpha$ is thus good to 5% already at $N=6$. The law for $\gamma$ still overshoots the true value by 17% at $N=20$ and by 4% at $N=40$.

For two, four and six electrons $\gamma$ is negative, so no power law with a positive coefficient can describe it. With four filled levels it has turned positive. The local exponent of $\gamma$ in $N+1$, taken between $N$ and $N+2$, is 6.38 at $N=10$, 5.30 at $N=20$ and 5.08 at $N=40$. A fit over short boxes with positive $\gamma$ would therefore give a power above five, without any physics beyond this model. For $\alpha$ the exponent in $N+1$ is already 3.03 at $N=10$. These figures depend on the variable. Fitted against $N$ instead, each exponent is multiplied by $\ln\frac{N+3}{N+1}\big/\ln\frac{N+2}{N}$, which gives 5.85, 5.06 and 4.96 for $\gamma$ at $N=10$, 20 and 40, and 2.78 for $\alpha$ at $N=10$.

**Range of fields.** The leading laws give the ratio of the fourth-order to the second-order shift as

$$\frac{\gamma F^2}{12\alpha}\approx\frac{4f^2}{15\pi^4N^4}=\frac1{240}\left(\frac{eFL}{E_F}\right)^2,\qquad E_F=\frac{\hbar^2}{2m}\left(\frac{\pi N}{2L}\right)^2 .$$

When $L$ grows in proportion to $N$, $E_F$ tends to a constant while the potential drop $eFL$ keeps growing. At a fixed field the expansion must then fail for a long enough box, and the growth as $N^5$ describes the response only in fields that are reduced roughly as $1/N$. A small value of the ratio does not by itself guarantee the expansion. In the Thomas–Fermi picture the density vanishes at the high wall when $q^2=f$; then $K=\sqrt f\int\sqrt{1-2s}\,ds=\tfrac{2\sqrt2}{3}\sqrt f$, that is $eFL=\tfrac94E_F$, where the ratio is only 0.02. Beyond that drop the gas pulls away from the wall and the series no longer applies. For $d=0.14$ nm and $5\times10^8$ V/m this happens near $N=150$. The ratio is also a large-$N$ estimate: for $N=10$ in that field it gives $1.6\times10^{-4}$, while the two shifts above give $5.5\times10^{-5}$. The numerical output lists the level values, the totals and the exponents in $N+1$.

## Computed values

```
spacing d = 0.14 nm, N = 10, L = 1.54 nm
m e^2 L^4/hbar^2 = 1.18261e-35 C^2 m^2/J
m^3 e^4 L^10/hbar^6 = 2.71681e-50 C^4 m^4/J^3
n, alpha_n [C^2 m^2/J], gamma_n [C^4 m^4/J^3] (one electron)
1 5.1905e-38 -1.1585e-55
2 -1.5478e-38 1.1219e-55
3 -9.2212e-39 3.5961e-57
4 -5.6480e-39 1.4399e-58
5 -3.7513e-39 -2.7344e-59
6 -2.6566e-39 -2.1434e-59
filled levels M, total alpha, total gamma (same units, same L)
1 1.0381e-37 -2.3171e-55
2 7.2854e-38 -7.3309e-57
3 5.4411e-38 -1.3876e-58
4 4.3115e-38 1.4921e-58
5 3.5613e-38 9.4526e-59
total alpha = 3.56128e-38 C^2 m^2/J = 2159.95 a.u.
total gamma = 9.45258e-59 C^4 m^4/J^3 = 1.5160e+06 a.u.
finite-field alpha = 3.56128e-38 C^2 m^2/J
finite-field gamma = 9.45264e-59 C^4 m^4/J^3
doubling L: alpha ratio 16.0000, gamma ratio 1024.00
asymptotic-law alpha = 3.63100e-38 C^2 m^2/J
asymptotic-law gamma = 1.87165e-58 C^4 m^4/J^3
field F = 5.0e+08 V/m
second-order shift = -2.778471e-02 eV
fourth-order shift = -1.536416e-06 eV
shift from diagonalization = -2.778625e-02 eV
correction constants: alpha 2.3598, gamma 65.7927
N, alpha/law, gamma/law, local exponents in N+1 from N to N+2
2 0.77973 -1.86792 3.307 undefined (sign change)
4 0.91202 -0.76001 3.133 undefined (sign change)
6 0.95360 -0.07737 3.074 undefined (sign change)
10 0.98080 0.50504 3.033 6.383
20 0.99467 0.85472 3.010 5.300
40 0.99860 0.96114 3.003 5.077
100 0.99977 0.99356 3.000 5.013
200 0.99994 0.99837 3.000 5.003
largest relative error, sums over states: 7.2e-11
largest relative error, Airy energies: 2.1e-08
```
